# Certified tunnel splitting of a two-site hydrogen model from parity

## Definitions and conventions

A hydrogen atom occupies one of two equivalent sites, with states $|L\rangle$ and $|R\rangle$. It is coupled to one harmonic lattice mode. With $\hbar=1$ in the algebra and the zero-point energy of the mode dropped,

$$H=-J\sigma_x+\omega a^\dagger a+g\,\sigma_z(a+a^\dagger),\qquad J>0 .$$

Here $\sigma_x$ exchanges $|L\rangle$ and $|R\rangle$, while $\sigma_z|L\rangle=|L\rangle$ and $\sigma_z|R\rangle=-|R\rangle$. The phonon states obey $a|n\rangle=\sqrt n\,|n-1\rangle$. The bare splitting is $2J$, and the coupling is measured by

$$\alpha=g/\omega,\qquad S=\alpha^2 .$$

A cutoff $N$ keeps the phonon states $n=0,\dots,N$. The quantity wanted is the tunnel splitting $\Delta$ of the lowest pair of levels.

## The naive scheme and its faults

The obvious procedure is to diagonalise the $2(N+1)$-dimensional matrix of $H$, subtract the two lowest eigenvalues, and raise $N$ until the energies stop changing. It has three faults.

First, any normalised mixture of the two lowest states satisfies the eigenvalue equation with a residual of at most $\Delta/2$. If $\Delta$ sinks to the rounding level, the solver cannot separate the two states, and their symmetry labels are lost.

Second, an energy tolerance that is small compared with $\omega$ may be large compared with $\Delta$.

Third, each truncated energy is an upper bound, but the difference of two upper bounds is not a bound. A small change between successive cutoffs does not limit the remaining error.

Parity cures the first fault, an estimate of $\Delta$ sets the scale for the second, and a two-sided energy bound cures the third.

## Parity gives two tridiagonal matrices

Let $P=(-1)^{a^\dagger a}$ and $\Pi=\sigma_xP$. Since $a$ and $a^\dagger$ change $n$ by one, $P(a+a^\dagger)=-(a+a^\dagger)P$. Also $\sigma_x\sigma_z=-\sigma_z\sigma_x$. The two minus signs cancel in the coupling term, and the other terms commute with $\Pi$ separately, so $[H,\Pi]=0$.

For $p=\pm1$ define

$$|n,p\rangle=\frac{|L\rangle+p(-1)^n|R\rangle}{\sqrt2}\,|n\rangle .$$

Exchange of the sites gives $\sigma_x|n,p\rangle=p(-1)^n|n,p\rangle$, hence $\Pi|n,p\rangle=p|n,p\rangle$. The operator $\sigma_z$ reverses the sign in front of $|R\rangle$. That is the sign required when $n$ changes by one, so

$$\sigma_z(a+a^\dagger)|n,p\rangle=\sqrt n\,|n-1,p\rangle+\sqrt{n+1}\,|n+1,p\rangle .$$

The matrix in each sector is therefore tridiagonal:

$$(H_p)_{nn}=\omega n-pJ(-1)^n,\qquad (H_p)_{n,n+1}=g\sqrt{n+1}.$$

Equivalently, $H_p=\omega a^\dagger a+g(a+a^\dagger)-pJP$ acts on phonon states alone.

To see which sector holds the ground state, use $q=(a+a^\dagger)/\sqrt2$ and real wave functions $\psi_L(q),\psi_R(q)$. Replacing both by their absolute values does not raise the kinetic energy, leaves the potential energy unchanged, and does not raise the tunnelling energy $-2J\int\psi_L\psi_R\,dq$. The absolute values therefore also form a ground state.

Suppose its $L$ component vanished at some point. That point would be a minimum, so $\psi_L''\ge0$. The eigenvalue equation there reads $-\tfrac12\omega\psi_L''=J\psi_R\ge0$, which forces $\psi_L''=\psi_R=0$. Both functions and both slopes would then vanish at one point, and so the whole solution would vanish. The same holds for $R$.

Hence every real ground state has one common sign on both sites. Two such states cannot be orthogonal, so the ground state is unique. Parity maps $\psi_L(q)$ to $\psi_R(-q)$ and keeps a positive state positive, so $p=+1$. Writing $E_p$ for the lowest energy in a sector,

$$\Delta=E_--E_+>0 .$$

This is a tunnel splitting when $J$ is small compared with $\omega$. At $g=0$ the lowest odd level is the smaller of $J$ and $\omega-J$, so $\Delta=\min(2J,\omega)$. For $2J>\omega$ the lowest odd state is a one-phonon excitation instead.

## The scale that convergence must resolve

At $J=0$ both sectors contain the same displaced oscillator. With $b=a+\alpha$,

$$\omega a^\dagger a+g(a+a^\dagger)=\omega b^\dagger b-g^2/\omega .$$

Its ground state satisfies $a|\tilde0\rangle=-\alpha|\tilde0\rangle$ and has components $c_n=e^{-S/2}(-\alpha)^n/\sqrt{n!}$. Therefore

$$\langle\tilde0|P|\tilde0\rangle=e^{-S}\sum_n\frac{(-S)^n}{n!}=e^{-2S}.$$

First-order perturbation theory gives $E_p=-g^2/\omega-pJe^{-2S}$, and hence

$$\Delta\simeq2Je^{-2S}.$$

The exponential is the overlap of the two lattice ground states that belong to hydrogen on the left and on the right: the lattice must move with the atom.

Since $H_p$ contains $p$ and $J$ only as the product $pJ$, one function $F$ gives $E_p=F(pJ)$. Then $\Delta=F(-J)-F(J)$ is odd in $J$. The second-order energies cancel, and the next correction is $O(J^3)$. In a test at $S=0.25$, halving $J$ from $0.04\omega$ to $0.02\omega$ reduced the deviation from first order by a factor within 0.3 of 8.

A low cutoff misses the exponential. With $N=0$ the result is $2J$, without any lattice dressing. With $N=1$ each sector is a $2\times2$ matrix with lowest eigenvalue

$$E_{1,p}=\frac\omega2-\sqrt{\left(\frac\omega2+pJ\right)^2+g^2}.$$

Expanding the difference to first order in $J$ gives

$$\Delta_1\simeq2J\,\frac{\omega/2}{\sqrt{\omega^2/4+g^2}}=\frac{2J}{\sqrt{1+4S}} .$$

At $S=6$ this is $2J/5$, whereas the untruncated factor is $e^{-12}$. Too few phonons can thus give a splitting wrong by orders of magnitude.

## Bounds from the last component

Let $v$ be the normalised lowest eigenvector of the truncated sector matrix and $E_{N,p}$ its energy. Extended by zeros to $n>N$, it fails the full eigenvalue equation in one component:

$$H_pv=E_{N,p}v+g\sqrt{N+1}\,v_N|N+1\rangle .$$

The extra vector is orthogonal to $v$. Hence $\langle H_p\rangle=E_{N,p}$ and

$$\langle H_p^2\rangle=E_{N,p}^2+r^2,\qquad r^2=g^2(N+1)v_N^2 .$$

A lower bound on the second level of the sector is also needed. The term $-pJP$ can lower a level by at most $J$, because $P$ has eigenvalues $\pm1$. The second displaced-oscillator level lies at $\omega-g^2/\omega$, so all levels of $H_p$ above the lowest are at least

$$\beta=\omega-\frac{g^2}\omega-J .$$

The operator $(H_p-E_p)(H_p-\beta)$ is then non-negative: it gives zero on the lowest state, and both factors are non-negative on the others. Its expectation value in $v$ is

$$0\le E_{N,p}^2+r^2-(E_p+\beta)E_{N,p}+E_p\beta
=r^2+(E_{N,p}-E_p)(E_{N,p}-\beta).$$

If $E_{N,p}<\beta$, rearrangement and the variational principle give

$$0\le E_{N,p}-E_p\le b_p,\qquad b_p=\frac{g^2(N+1)v_N^2}{\beta-E_{N,p}} .$$

Now $E_-$ lies in $[E_{N,-}-b_-,E_{N,-}]$, and likewise for $E_+$. Subtraction gives

$$\boxed{\Delta_N-b_-\le\Delta\le\Delta_N+b_+},\qquad \Delta_N=E_{N,-}-E_{N,+}.$$

The condition $E_{N,p}<\beta$ is reached at large enough $N$ if $J(1+e^{-2S})<\omega$, because the trial state $|\tilde0\rangle$ gives $E_p\le-g^2/\omega+Je^{-2S}$. The same inequality ensures that $\Delta$ is the gap between the two lowest levels of $H$. For larger $J$ the matrices remain valid, but a sharper $\beta$ may be needed. The interval covers truncation; floating-point rounding comes on top.

## How fast the error falls

Let $\psi$ be the untruncated lowest state of the sector. Taking the product of $\psi$ with the equation for $H_pv$ gives

$$E_p\langle\psi|v\rangle=E_{N,p}\langle\psi|v\rangle+g\sqrt{N+1}\,v_N\psi_{N+1},$$

$$E_{N,p}-E_p=-\frac{g\sqrt{N+1}\,v_N\psi_{N+1}}{\langle\psi|v\rangle}.$$

For small $J/\omega$ and $N\gg S$, set $\psi_n\simeq c_n$, $v_N\simeq c_N$ and $\langle\psi|v\rangle\simeq1$. Since $c_{N+1}=-\alpha c_N/\sqrt{N+1}$,

$$E_{N,p}-E_p\simeq g\alpha c_N^2=\omega e^{-S}\frac{S^{N+1}}{N!}.$$

Raising the cutoff from $N-1$ to $N$ multiplies the error by about $S/N$.

At strong coupling this error must fall below a fixed fraction of $2Je^{-2S}$. Put $N=xS$ and keep the terms in the logarithm proportional to $S$. Stirling's formula gives $\ln(S^N/N!)\simeq-Sx(\ln x-1)$. Equating the exponents $-S-Sx(\ln x-1)$ and $-2S$ yields

$$x(\ln x-1)=1,\qquad x\simeq3.59 .$$

This uses the error law at a fixed ratio $N/S$, outside the range $N\gg S$ for which it was derived. It assumes that neither this step nor the partial cancellation of the two sector errors changes the exponent. These assumptions are not proved here. The resulting slope was tested at $J/\omega=0.0215$ by finding the cutoff for a 1% error in $\Delta$. The result was $N=67$ at $S=20$ and $N=139$ at $S=40$, a slope of $72/20=3.60$. At $S=60$ and $80$ the cutoffs are 210 and 281, slopes of 3.55, which agree with 3.59 only to within the rounding of $N$ to integers. These cutoffs refer to the actual error; the bounds $b_p$ certify 1% later, at $N=81$ for $S=20$ and $N=154$ for $S=40$.

The estimate concerns growth at large $S$, not the cutoff at weak coupling: $S=0.49$ needs $N=4$, while $3.59S$ is below 2.

## The resulting algorithm

1. Choose $N$ and build the diagonal and off-diagonal of $H_+$ and $H_-$.
2. Find the lowest eigenpair of each.
3. Check $E_{N,p}<\beta$, then compute $\Delta_N$, $b_-$ and $b_+$.
4. Raise $N$ until $\max(b_-,b_+)$ is below the wanted fraction of the lower limit $\Delta_N-b_-$, which must be positive.

Parity removes the mixing of the pair, but not the rounding in the final subtraction. At $S=20$ the example below would have $\Delta=3.6\times10^{-21}$ eV, beyond ordinary double precision. One remedy is to take the double-precision eigenvector, solve $(H_p-\rho)u=v$ once in extended arithmetic, with $\rho$ the energy expectation value of $v$, and use the expectation value of $u$. Its error is quadratic in the error of $u$, which is itself cubic in the error of $v$. The expectation value $\rho$ alone is only quadratic in the error of $v$, about $10^{-28}\omega$ at $S=40$, where $\Delta\approx8\times10^{-37}\omega$. The strong-coupling cutoffs above were found in this way with 60 digits.

## Example at the scale of hydrogen in scandium

The site distance is 1.00 Å, and the proton moves in the quartic double well $V=V_0[(x/d)^2-1]^2$ with $V_0=0.240$ eV and $d=0.50$ Å. Solving this well gives $2J=8.588\times10^{-4}$ eV. The third level lies 0.132 eV above the lowest. With $\omega=0.020$ eV and $g=0.014$ eV,

$$S=(0.014/0.020)^2=0.49,\qquad e^{-2S}=0.3753,$$

$$2Je^{-2S}=8.588\times10^{-4}\times0.3753=3.223\times10^{-4}\ \text{eV}.$$

The truncated matrices give, in units of $10^{-4}$ eV with limits rounded outwards:

| $N$ | $\Delta_N$ | lower | upper |
|---|---:|---:|---:|
| 1 | 4.991 | −46.06 | 50.80 |
| 2 | 3.633 | −11.34 | 17.57 |
| 3 | 3.302 | −0.229 | 6.493 |
| 4 | 3.234 | 2.646 | 3.769 |
| 5 | 3.224 | 3.149 | 3.290 |
| 6 | 3.223 | 3.215 | 3.230 |

The converged model value is $\Delta=3.223\times10^{-4}$ eV, or 3.74 K when divided by Boltzmann's constant. A separate calculation on a coordinate grid of 91 points, from $q=-9$ to $9$, agrees to better than $10^{-10}$ eV.

At $N=4$ the actual error is 0.3%, but the interval certifies 1% accuracy only from $N=6$. Two causes make it cautious. The bound treats the residual as if it lay at the second level, although it lies in the phonon state $N+1$; for small $J/\omega$ this costs a factor close to $N+1-S$ (4.4 at $N=4$ and 8.6 at $N=8$ in the even sector here, and 49 at $S=20$, $N=67$). The interval also ignores the partial cancellation between sectors. At $N=8$ the sector errors are $4.39\times10^{-10}$ and $4.90\times10^{-10}$ eV, near the factorial estimate of $4.95\times10^{-10}$ eV, while their difference is $0.51\times10^{-10}$ eV.

## What the material adds

Dilute hydrogen in scandium can tunnel between neighbouring tetrahedral sites about 1 Å apart, with a splitting of roughly $3\times10^{-4}$ eV. The barrier and lattice quantum used here are rough typical scales. The coupling was chosen to reach this regime, so the agreement is not a prediction. The bare splitting is very sensitive to these scales. A barrier 10% lower or higher changes $2J$ by +32% or −24%. A site distance of 1.10 Å multiplies it by 0.48, and 1.25 Å, the distance between the unrelaxed geometric site centres of the hcp lattice, multiplies it by 0.16. Assigning the mode the mass of one scandium atom gives a lattice displacement of 0.07 Å either way from the centre; the real distortion is shared among many modes.

The neglected effects are larger than the truncation error at $N=6$. Keep 14 levels of the double well and replace $\sigma_z$ in the coupling by $x/x_{01}$, where $x_{01}=0.458$ Å is the position matrix element between the two lowest levels, so that two levels reproduce $H$. This changes $\Delta$ by −6%, and 24 levels give the same. The figure depends on that normalisation: with $x/d$ in place of $x/x_{01}$ the two-level coupling itself is weaker, and the shift from $3.223\times10^{-4}$ eV is +11%. A site energy difference of $1.0\times10^{-4}$ eV, as strain or a nearby impurity might cause, raises the gap to

$$\sqrt{3.223^2+1.0^2}\times10^{-4}=3.37\times10^{-4}\ \text{eV}.$$

Conduction electrons can be estimated as a continuum of weakly displaced modes, with $2S_k$ replaced by $K\,d\omega'/\omega'$ between the dressed splitting $\Delta_e$ and $\omega$. The overlap factors multiply, so

$$\Delta_e=\Delta\left(\frac{\Delta_e}{\omega}\right)^K
\quad\Longrightarrow\quad
\Delta_e=\Delta\left(\frac{\Delta}{\omega}\right)^{K/(1-K)} .$$

At zero temperature, a rough $K=0.05$ gives $2.6\times10^{-4}$ eV. This reduction of about 20% is the largest of the three neglected effects estimated here, though smaller than the uncertainty from the barrier and site distance. Its size depends on the assumed upper limit of the continuum: replacing $\omega$ by the 0.132 eV level spacing of the well makes it about 27%. The formula does not describe electronic damping, nor temperatures at which $k_BT$ exceeds the splitting.

Temperature changes populations rather than the eigenvalues of $H$. At 10 K, $k_BT=8.6\times10^{-4}$ eV exceeds $\Delta$, and the population difference within the lowest pair is 0.18 of their total. This number belongs to the model $H$: in the metal the electronic damping, of order $2\pi Kk_BT\approx2.7\times10^{-4}$ eV for $K=0.05$, is then comparable with $\Delta$, and the pair is no longer sharp. The probability that the uncoupled mode is excited is about $10^{-10}$. At 300 K that probability is 0.46, so the lowest pair alone no longer describes the atom. Thermally activated hopping then needs a model with dissipation, which a converged phonon cutoff does not supply. The numerical output lists the remaining values.

## Computed values

```
site distance: 1.00 angstrom
barrier: 0.240 eV
oscillator quantum w: 0.020 eV
coupling g: 0.014 eV
S = (g/w)^2: 0.4900 (no unit)
bare tunnel element J: 4.294236e-04 eV
bare splitting 2J: 8.588471e-04 eV
J/w: 0.02147 (no unit)
position matrix element x01: 0.4581 angstrom
third well level above lowest: 0.1320 eV
oscillator mass (one Sc atom): 44.956 u
lattice displacement from centre: 0.0675 angstrom
overlap factor exp(-2S): 0.375311 (no unit)
first-order splitting: 3.22334855e-04 eV
ground energy, p=+1: -0.0099657536 eV
ground energy, p=-1: -0.0096434867 eV
converged splitting: 3.22266834e-04 eV
splitting from coordinate grid: 3.22266834e-04 eV
splitting / Boltzmann constant: 3.740 K
lower bound beta on second level: 0.00977058 eV
N=1: splitting 4.99091792e-04, interval [-4.60501993e-03, 5.07920888e-03] eV
N=2: splitting 3.63336483e-04, interval [-1.13336552e-03, 1.75694005e-03] eV
N=3: splitting 3.30230019e-04, interval [-2.28321168e-05, 6.49216955e-04] eV
N=4: splitting 3.23373228e-04, interval [2.64687789e-04, 3.76895894e-04] eV
N=5: splitting 3.22388421e-04, interval [3.14975577e-04, 3.28995123e-04] eV
N=6: splitting 3.22277472e-04, interval [3.21545666e-04, 3.22934114e-04] eV
N=7: splitting 3.22267628e-04, interval [3.22207003e-04, 3.22321135e-04] eV
N=8: splitting 3.22266885e-04, interval [3.22262637e-04, 3.22270654e-04] eV
N=9: splitting 3.22266837e-04, interval [3.22266574e-04, 3.22267067e-04] eV
sector error N=8, p=+1: 4.391e-10 eV
sector error N=8, p=-1: 4.899e-10 eV
factorial error law N=8: 4.948e-10 eV
S=0.49: N for 1% = 4, splitting 3.2227e-04 eV, ratio to first order 0.99979
S=2.00: N for 1% = 8, splitting 1.5732e-05 eV, ratio to first order 1.00013
S=6.00: N for 1% = 18, splitting 5.2773e-09 eV, ratio to first order 1.00007
S=20.00: N for 1% = 67, splitting 3.6488e-21 eV, ratio to first order 1.00003
S=40.00: N for 1% = 139, splitting 1.5501e-38 eV, ratio to first order 1.00002
cutoff slope, S=20 to 40: 3.600 (no unit)
asymptotic cutoff slope: 3.5911 (no unit)
first excited pair splitting: 3.094980e-04 eV
its first-order formula: 3.094415e-04 eV
splitting with 14 hydrogen levels: 3.024609e-04 eV
relative change from higher levels: -6.15 %
site asymmetry: 1.0e-04 eV
gap with site asymmetry: 3.374153e-04 eV
rough electron coupling K: 0.05 (no unit)
splitting with electron estimate: 2.5933e-04 eV
T=10 K: kT 8.6173e-04 eV, doublet population difference 0.18484, phonon excited fraction 8.326e-11
T=300 K: kT 2.5852e-02 eV, doublet population difference 0.00623, phonon excited fraction 4.613e-01
```
